# Are Liquid-State Pseudopure States Entangled?: a numerical check

```python
"""Are liquid-state NMR pseudopure states entangled?

Result under test: rho = (1-eps) I/2^n + eps |psi><psi| is
 * fully separable for every psi if eps <= 1/(1 + 2^(2n-1)) (Braunstein bound),
 * for two spins entangled if and only if eps > 1/(1 + 4ab), with a, b the
   Schmidt coefficients of psi (lowest value 1/3, for Bell states),
 * for the n-spin cat state entangled if and only if eps > 1/(1 + 2^(n-1)).
Thermal spins of polarisation p = tanh(h nu / 2kT) yield at most
eps = ((1+p)^n - 1)/(2^n - 1) by unitaries and averages over unitaries.
Symbols: n spins-1/2, nu Larmor frequency, T temperature, x = h nu / kT.
"""
from functools import reduce
from itertools import product
import numpy as np
from scipy.constants import h, k
from scipy.optimize import brentq

rng = np.random.default_rng(7)
I2 = np.eye(2)
X = np.array([[0, 1], [1, 0]], complex)
Y = np.array([[0, -1j], [1j, 0]])
Z = np.diag([1.0, -1.0]).astype(complex)


def kron_all(factors):
    return reduce(np.kron, factors)


def projector(vector):
    return np.outer(vector, vector.conj())


def random_vector(dim):
    v = rng.normal(size=dim) + 1j * rng.normal(size=dim)
    return v / np.linalg.norm(v)


def random_unitary(dim):
    m = rng.normal(size=(dim, dim)) + 1j * rng.normal(size=(dim, dim))
    q, r = np.linalg.qr(m)
    return q * (np.diag(r) / abs(np.diag(r)))


def mix_with_identity(eps, rho1):
    dim = len(rho1)
    return (1 - eps) * np.eye(dim) / dim + eps * rho1


def lowest_pt(rho):
    """Lowest eigenvalue after transposing the first spin only."""
    m = len(rho) // 2
    pt = rho.reshape(2, m, 2, m).transpose(2, 1, 0, 3).reshape(2 * m, 2 * m)
    return np.linalg.eigvalsh(pt)[0]


def thermal_populations(n, x):
    """Boltzmann populations for H/(h nu) = -(1/2) sum_j Z_j."""
    energy = np.zeros(2**n)
    for j in range(n):
        ops = [I2] * n
        ops[j] = Z
        energy -= 0.5 * np.diag(kron_all(ops)).real
    weights = np.exp(-x * energy)
    return weights / weights.sum()


def averaged_populations(n, x):
    """Average over cyclic permutations of all levels but the lowest."""
    pops = thermal_populations(n, x)
    rest = np.mean([np.roll(pops[1:], s) for s in range(2**n - 1)], axis=0)
    return np.concatenate([pops[:1], rest])


def cat_gate(n):
    """Hadamard on spin 1, then controlled flips of all other spins."""
    rest = np.eye(2**(n - 1))
    hadamard = np.kron((X + Z) / np.sqrt(2), rest)
    flips = (np.kron((I2 + Z) / 2, rest)
             + np.kron((I2 - Z) / 2, kron_all([X] * (n - 1))))
    return flips @ hadamard


def prepared_cat(n, x):
    u = cat_gate(n)
    return u @ np.diag(averaged_populations(n, x)) @ u.conj().T


def cat_vector(n):
    v = np.zeros(2**n, complex)
    v[0] = v[-1] = 1 / np.sqrt(2)
    return v


def eps_pseudopure(n, p):
    return np.expm1(n * np.log1p(p)) / (2.0**n - 1)


def eps_any_unitary(n, p):
    return -np.expm1(n * np.log1p(-p))


def braunstein(n):
    return 1 / (1 + 2.0**(2 * n - 1))


def cat_threshold(n):
    return 1 / (1 + 2.0**(n - 1))


AXES = [s * op for op in (X, Y, Z) for s in (1, -1)]
FRAMES = {}
for size in (1, 2, 3):
    labels = list(product(AXES, repeat=size))
    FRAMES[size] = (
        np.array([kron_all([(I2 + s) / 2 for s in lab]) for lab in labels]),
        np.array([kron_all([(I2 + 3 * s) / 6 for s in lab]) for lab in labels]))


def axis_weights(rho, n):
    return np.einsum('kij,ji->k', FRAMES[n][1], rho).real


def phase_average(n):
    """Average of equatorial product states whose phases sum to zero."""
    total = np.zeros((2**n, 2**n), complex)
    angles = 2 * np.pi * np.arange(3) / 3
    for phases in product(angles, repeat=n - 1):
        full = list(phases) + [-sum(phases)]
        total += projector(kron_all(
            [np.array([1, np.exp(1j * f)]) / np.sqrt(2) for f in full]))
    return total / 3**(n - 1)


# Six-axis expansion: reconstruction, positivity and saturation of the bound
for n in (1, 2, 3):
    for _ in range(10):
        pure = projector(random_vector(2**n))
        w = axis_weights(pure, n)
        rebuilt = np.einsum('k,kij->ij', w, FRAMES[n][0])
        assert np.allclose(rebuilt, pure, atol=1e-12)
        w_edge = axis_weights(mix_with_identity(braunstein(n), pure), n)
        assert w_edge.min() > -1e-14
    one_down = np.zeros(2**n)
    one_down[2**(n - 1)] = 1
    for factor, sign in ((0.99, 1), (1.01, -1)):
        state = mix_with_identity(factor * braunstein(n), projector(one_down))
        assert sign * axis_weights(state, n).min() > 0
for n in (1, 2, 3, 4):
    factors = []
    for _ in range(n):
        d = rng.normal(size=3)
        d /= np.linalg.norm(d)
        factors.append(I2 + 3 * (d[0] * X + d[1] * Y + d[2] * Z))
    lowest = np.linalg.eigvalsh(kron_all(factors))[0]
    assert abs(lowest + 2**(2 * n - 1)) < 1e-9

# Two spins: threshold from partial transposition for random pure states
for _ in range(12):
    psi = random_vector(4)
    a, b = np.linalg.svd(psi.reshape(2, 2), compute_uv=False)
    root = brentq(lambda e: lowest_pt(mix_with_identity(e, projector(psi))),
                  0, 1, xtol=1e-13)
    assert abs(root - 1 / (1 + 4 * a * b)) < 1e-9

# Two spins: explicit product mixture exists right up to the threshold
for theta in (0.1, 0.4, np.pi / 4, 1.2):
    a, b = np.cos(theta), np.sin(theta)
    edge = 1 / (1 + 4 * a * b)
    rho = mix_with_identity(edge, projector(np.array([a, 0, 0, b])))
    left = rho - 4 * edge * a * b * phase_average(2)
    assert np.allclose(left, np.diag(np.diag(left)), atol=1e-14)
    assert abs(np.diag(left).real.min()) < 1e-14

# Cat states: both sides of the threshold
for n in (2, 3, 4, 5):
    cat = projector(cat_vector(n))
    root = brentq(lambda e: lowest_pt(mix_with_identity(e, cat)), 0, 1,
                  xtol=1e-13)
    assert abs(root - cat_threshold(n)) < 1e-10
    rho = mix_with_identity(cat_threshold(n), cat)
    left = rho - 2**(n - 1) * cat_threshold(n) * phase_average(n)
    assert np.allclose(left, np.diag(np.diag(left)), atol=1e-14)
    assert np.diag(left).real.min() > -1e-14

# Preparation from thermal populations, at strong polarisation
for n in (2, 3, 4, 5):
    p_test = 0.3
    rho = prepared_cat(n, 2 * np.arctanh(p_test))
    target = mix_with_identity(eps_pseudopure(n, p_test),
                               projector(cat_vector(n)))
    assert np.allclose(rho, target, atol=1e-13)
    predicted = (1 + p_test)**n > 3 - 3 / (1 + 2**(n - 1))
    assert (lowest_pt(rho) < 0) == predicted
thermal_half = np.diag(thermal_populations(2, 2 * np.arctanh(0.5)))
for _ in range(30):
    share = rng.dirichlet(np.ones(3))
    mixed = sum(s * u @ thermal_half @ u.conj().T
                for s, u in zip(share, [random_unitary(4) for _ in range(3)]))
    assert np.linalg.eigvalsh(mixed)[-1] <= thermal_half.max() + 1e-12

# Worked example
nu, temperature = 125e6, 300.0
x = h * nu / (k * temperature)
p = np.tanh(x / 2)
pops = thermal_populations(2, x)
assert abs(pops @ np.diag(np.kron(Z, I2)).real - p) < 1e-14
rho = prepared_cat(2, x)
bell = projector(cat_vector(2))
eps = eps_pseudopure(2, p)
assert np.allclose(rho, mix_with_identity(eps, bell), atol=1e-15)
pt_value = lowest_pt(rho)
assert abs(pt_value - ((1 - eps) / 4 - eps / 2)) < 1e-14

# Signal of any traceless observable is the pure-state signal times eps
obs = rng.normal(size=(4, 4))
obs = obs + obs.T - 2 * np.trace(obs) / 4 * np.eye(4)
assert abs(np.trace(rho @ obs) - eps * np.trace(bell @ obs)) < 1e-13
b_plus, b_minus = (Z + X) / np.sqrt(2), (Z - X) / np.sqrt(2)
chsh = np.kron(Z, b_plus + b_minus) + np.kron(X, b_plus - b_minus)
deviation = (rho - (1 - eps) * np.eye(4) / 4) / eps
chsh_true = np.trace(rho @ chsh).real
chsh_normalised = np.trace(deviation @ chsh).real
assert abs(chsh_normalised - 2 * np.sqrt(2)) < 1e-9
assert abs(chsh_true - 2 * np.sqrt(2) * eps) < 1e-13

# Product mixture of the actual state
w = 36 * axis_weights(rho, 2)
assert w.min() > 0
phase_weight = 2 * eps
left = rho - phase_weight * phase_average(2)
assert np.allclose(left, np.diag(np.diag(left)), atol=1e-15)
basis_weights = np.diag(left).real
assert basis_weights.min() > 0
assert abs(basis_weights.sum() + phase_weight - 1) < 1e-13

# Arbitrary unitaries on thermal spins: real p and the edge of the guarantee
p_safe = {n: 1 - (1 - braunstein(n))**(1 / n) for n in (2, 3)}
for n in (2, 3):
    for p_now in (p, p_safe[n]):
        start = np.diag(thermal_populations(n, 2 * np.arctanh(p_now)))
        for _ in range(20):
            u = random_unitary(2**n)
            assert axis_weights(u @ start @ u.conj().T, n).min() > -1e-14
gate = cat_gate(2)
strong = np.diag(thermal_populations(2, 2 * np.arctanh(0.9)))
pt_strong = lowest_pt(gate @ strong @ gate.conj().T)
assert pt_strong < 0

# Polarisation at which the prepared Bell state becomes entangled
p_onset = brentq(lambda q: lowest_pt(prepared_cat(2, 2 * np.arctanh(q))),
                 0.01, 0.99, xtol=1e-13)
assert abs(p_onset - (np.sqrt(2) - 1)) < 1e-10
t_onset = h * nu / (2 * k * np.arctanh(p_onset))

# Spin numbers
n_pseudo = 2
while eps_pseudopure(n_pseudo + 1, p) <= braunstein(n_pseudo + 1):
    n_pseudo += 1
n_unitary = 2
while eps_any_unitary(n_unitary + 1, p) <= braunstein(n_unitary + 1):
    n_unitary += 1
n_cat = 2
while True:
    tail = 2.0**(1 - n_cat)
    if n_cat * np.log1p(p) > np.log(3 - 3 * tail / (1 + tail)):
        break
    n_cat += 1
assert abs(n_cat * p / np.log(3) - 1) < 1e-4

print(f"Larmor frequency: {nu / 1e6:.0f} MHz")
print(f"temperature: {temperature:.0f} K")
print(f"h nu / kT: {x:.4e} (dimensionless)")
print(f"polarisation p: {p:.4e} (dimensionless)")
print(f"two-spin pseudopure eps: {eps:.4e} (dimensionless)")
print(f"Braunstein bound, n=2: {braunstein(2):.6f} (dimensionless)")
print(f"Bell/Werner threshold: {cat_threshold(2):.6f} (dimensionless)")
print(f"Braunstein bound / eps: {braunstein(2) / eps:.4e} (ratio)")
print(f"Werner threshold / eps: {cat_threshold(2) / eps:.4e} (ratio)")
print(f"lowest partial-transpose eigenvalue: {pt_value:.8f} (dimensionless)")
print(f"same for pure Bell state: {lowest_pt(bell):.4f} (dimensionless)")
print(f"CHSH, normalised deviation: {chsh_normalised:.6f} (dimensionless)")
print(f"CHSH, true state: {chsh_true:.4e} (dimensionless)")
print(f"36 x six-axis weight, minimum: {w.min():.8f} (dimensionless)")
print(f"36 x six-axis weight, maximum: {w.max():.8f} (dimensionless)")
print(f"total weight of 3 phase states: {phase_weight:.4e} (probability)")
for name, value in zip(("00", "01", "10", "11"), basis_weights):
    print(f"weight of basis state {name}: {value:.8f} (probability)")
print(f"onset polarisation, Bell pseudopure: {p_onset:.6f} (dimensionless)")
print(f"onset temperature at this frequency: {t_onset * 1e3:.3f} mK")
print(f"p safe for any unitary, n=2: {p_safe[2]:.5f} (dimensionless)")
print(f"PT eigenvalue, Bell gate on thermal p=0.9: {pt_strong:.4f} (dimensionless)")
print("n | pseudopure eps | any-unitary eps | Braunstein | cat threshold")
for n in sorted({2, 3, n_unitary, n_unitary + 1, n_pseudo, n_pseudo + 1}):
    print(f"{n} | {eps_pseudopure(n, p):.3e} | {eps_any_unitary(n, p):.3e}"
          f" | {braunstein(n):.3e} | {cat_threshold(n):.3e}")
print(f"largest n guaranteed separable, pseudopure: {n_pseudo} spins")
print(f"largest n guaranteed separable, any unitary: {n_unitary} spins")
print(f"smallest n for an entangled pseudopure cat: {n_cat} spins")
print("no test failed")
```

Printed output:

```
Larmor frequency: 125 MHz
temperature: 300 K
h nu / kT: 1.9997e-05 (dimensionless)
polarisation p: 9.9984e-06 (dimensionless)
two-spin pseudopure eps: 6.6656e-06 (dimensionless)
Braunstein bound, n=2: 0.111111 (dimensionless)
Bell/Werner threshold: 0.333333 (dimensionless)
Braunstein bound / eps: 1.6669e+04 (ratio)
Werner threshold / eps: 5.0008e+04 (ratio)
lowest partial-transpose eigenvalue: 0.24999500 (dimensionless)
same for pure Bell state: -0.5000 (dimensionless)
CHSH, normalised deviation: 2.828427 (dimensionless)
CHSH, true state: 1.8853e-05 (dimensionless)
36 x six-axis weight, minimum: 0.99994001 (dimensionless)
36 x six-axis weight, maximum: 1.00005999 (dimensionless)
total weight of 3 phase states: 1.3331e-05 (probability)
weight of basis state 00: 0.24999833 (probability)
weight of basis state 01: 0.24999500 (probability)
weight of basis state 10: 0.24999500 (probability)
weight of basis state 11: 0.24999833 (probability)
onset polarisation, Bell pseudopure: 0.414214 (dimensionless)
onset temperature at this frequency: 6.806 mK
p safe for any unitary, n=2: 0.05719 (dimensionless)
PT eigenvalue, Bell gate on thermal p=0.9: -0.4025 (dimensionless)
n | pseudopure eps | any-unitary eps | Braunstein | cat threshold
2 | 6.666e-06 | 2.000e-05 | 1.111e-01 | 3.333e-01
3 | 4.285e-06 | 2.999e-05 | 3.030e-02 | 2.000e-01
7 | 5.511e-07 | 6.999e-05 | 1.221e-04 | 1.538e-02
8 | 3.137e-07 | 7.998e-05 | 3.052e-05 | 7.752e-03
13 | 1.587e-08 | 1.300e-04 | 2.980e-08 | 2.441e-04
14 | 8.545e-09 | 1.400e-04 | 7.451e-09 | 1.221e-04
largest n guaranteed separable, pseudopure: 13 spins
largest n guaranteed separable, any unitary: 7 spins
smallest n for an entangled pseudopure cat: 109880 spins
no test failed
```
